# Anisotropic line energy and critical thickness for 60° dislocations in silicon

## What the isotropic prefactor leaves open

A strained film on a (001) silicon substrate can lower its energy by admitting a misfit dislocation once it is thick enough. The usual estimate balances a line energy, proportional to a modulus $K$, against the work done by the misfit stress. For an isotropic solid and a Burgers vector at 60° to the line,

$$K_{\rm iso}=\mu\,\frac{1-\nu/4}{1-\nu}, \tag{1}$$

with shear modulus $\mu$ and Poisson ratio $\nu$. Silicon has no single $\mu$ and $\nu$. With the rough constants $C_{11},C_{12},C_{44}=166,64,80$ GPa, an average over orientations gives $K_{\rm iso}\approx80$ or 83 GPa, depending on the average, while constants read along the cube axes give 103 GPa. In the example below this choice moves the critical thickness from 15 to 21 nm. The formula cannot say which value is right, so the factor must be computed from the full stiffness tensor $C_{ijkl}$.

## A field with no length scale

Let the line direction be $t$. In the plane perpendicular to it, $m(\theta)$ points radially outward and $n=dm/d\theta$, so $dn/d\theta=-m$ and $m\times n=t$. For vectors $a,c$ define the matrix
$$(ac)_{jk}=a_iC_{ijkl}c_l .$$
The symmetries of $C$ give $(nm)=(mn)^T$.

An infinite crystal with a straight dislocation offers no length except $b$, and in linear elasticity the field is proportional to $b$, so displacement gradients vary as $1/r$. The displacement then has the form $u=a\ln r+f(\theta)$. The vector $a$ is constant, since an angular dependence would put $\ln r/r$ into the gradient. Write the stress as $\sigma=\Sigma(\theta)/r$. With $\nabla=m\,\partial_r+n\,r^{-1}\partial_\theta$, equilibrium reads

$$0=\nabla\cdot\sigma=\frac{-m\cdot\Sigma+n\cdot\Sigma'}{r^2}=\frac1{r^2}\frac{d}{d\theta}(n\cdot\Sigma).$$

The traction on every radial plane is therefore $g/r$, with one constant vector $g$. In terms of the displacement,

$$g=(nm)a+(nn)f',\qquad s\equiv m\cdot\Sigma=(mm)a+(mn)f'.$$

Solve the first for $f'$ and insert it in the second:

$$\begin{pmatrix}f'\\-s\end{pmatrix}=N(\theta)\begin{pmatrix}a\\g\end{pmatrix},$$
$$N=\begin{pmatrix}-(nn)^{-1}(nm)&(nn)^{-1}\\-[(mm)-(mn)(nn)^{-1}(nm)]&-(mn)(nn)^{-1}\end{pmatrix}.$$

Two conditions fix $a$ and $g$. The displacement jumps by $b$ in one turn, $\oint f'd\theta=b$, and no net force acts on the core, $\oint s\,d\theta=0$. With $\bar N$ the angular mean of $N$,

$$\bar N\begin{pmatrix}a\\g\end{pmatrix}=\begin{pmatrix}b/2\pi\\0\end{pmatrix}. \tag{2}$$

## Inverting the mean without solving for the field

Equation (2) could be solved as a linear system, but $\bar N$ has a known inverse. Consider a displacement $AF(z)$ with $z=m_0\cdot X+p_0\,n_0\cdot X$, where $m_0,n_0$ are the axes at $\theta=0$. In the rotated axes

$$z=q\,(m\cdot X+p\,n\cdot X),\qquad q=\cos\theta+p_0\sin\theta,\qquad p=q'/q.$$

Set $L=[(nm)+p(nn)]A$, so that $n\cdot\sigma=LqF'(z)$. Equilibrium requires $(mm)A+p(mn)A+pL=0$, hence $m\cdot\sigma=-pLqF'(z)$. Solving the definition of $L$ for $pA$, and then the equilibrium equation for $pL$, gives the two rows of
$$N(\theta)\begin{pmatrix}A\\L\end{pmatrix}=p(\theta)\begin{pmatrix}A\\L\end{pmatrix}.$$

The vector $L$ does not depend on $\theta$. Since $n_0=m\sin\theta+n\cos\theta$,
$$n_0\cdot\sigma=(q\cos\theta-q'\sin\theta)LF'(z)=LF'(z),$$
because the bracket equals $\cos^2\theta+\sin^2\theta$. The left side knows nothing of $\theta$, so neither does $L$.

No $p_0$ is real: a real one would require $(kk)A=0$ with $k=m_0+p_0n_0$, which a stable crystal forbids. The six roots thus form three conjugate pairs. For ${\rm Im}\,p_0>0$, $q$ circles the origin once counterclockwise, and the mean of $p=d\ln q/d\theta$ is $i$; for the conjugate root it is $-i$. If the six eigenvectors span the space, $\bar N^2=-1$. The isotropic solid, where they do not, is reached by continuity.

Multiplying (2) by $-\bar N$ and reading the lower half gives

$$g=\frac{Kb}{2\pi},\qquad K=\frac1{2\pi}\oint\left[(mm)-(mn)(nn)^{-1}(nm)\right]d\theta. \tag{3}$$

This is the Barnett–Lothe integral.

The elastic energy between radii $r_0$ and $R$ is half the work of the boundary tractions. The two faces of a radial cut contribute $\frac12\int b\cdot g\,dr/r$. The two cylinders contribute $\frac12\ln(R/r_0)\,a\cdot\oint s\,d\theta=0$, the terms in $f$ cancelling between them. Per unit length,

$$E=\frac{b\cdot K\cdot b}{4\pi}\ln\frac R{r_0}\equiv P\ln\frac R{r_0},\qquad K_{60}=\frac{b\cdot K\cdot b}{b^2}. \tag{4}$$

**Isotropic limit.** Writing products such as $mm$ without brackets for dyads,
$$(nn)=\mu I+(\lambda+\mu)nn,\qquad (nm)=\lambda\,nm+\mu\,mn .$$
Then $(nn)^{-1}(nm)=\frac{\lambda}{\lambda+2\mu}nm+mn$, and multiplication by $(mn)=\lambda\,mn+\mu\,nm$ gives $\frac{\lambda^2}{\lambda+2\mu}mm+\mu\,nn$. Subtracting this from $(mm)=\mu I+(\lambda+\mu)mm$ leaves
$$\mu\,tt+\frac{4\mu(\lambda+\mu)}{\lambda+2\mu}\,mm .$$
The mean of $mm$ is $\frac12(I-tt)$, and $\lambda=2\mu\nu/(1-2\nu)$. So $K$ is $\mu$ along the line and $\mu/(1-\nu)$ across it. Weights $\cos^260°=\frac14$ and $\sin^260°=\frac34$ give (1).

## How many angles

The integrand of (3) is unchanged when $m,n$ reverse sign, so half a turn suffices. Evaluate it at $\theta_k=\pi k/n_a$, $k=0,\dots,n_a-1$, and take the plain mean. Each point costs one $3\times3$ inversion.

The error follows from the eigenvalues. For ${\rm Im}\,p_0>0$,
$$q=\tfrac12(1-ip_0)e^{i\theta}\left(1+we^{-2i\theta}\right),\qquad w=\frac{1+ip_0}{1-ip_0},\quad |w|=\left|\frac{p_0-i}{p_0+i}\right|<1.$$
Taking $d\ln q/d\theta$ and expanding the logarithm,
$$p=i+2i\sum_{j\ge1}(-w)^je^{-2ij\theta}.$$
The discrete mean removes every harmonic except those with $j$ a multiple of $n_a$, so the leading error is $2i(-w)^{n_a}$. As the eigenvectors are fixed, the error of $K$ falls as $\rho^{n_a}$, with $\rho$ the largest $|w|$.

For silicon and a [110] line, the roots of $\det[(mm)+p((mn)+(nm))+p^2(nn)]=0$ give $\rho=0.228$. Relative to the 64-angle value of $K_{60}$, the error is 0.41 GPa with 4 angles, 0.0011 GPa with 8 and $5\times10^{-9}$ GPa with 16. Sixteen angles are far more than the elastic constants deserve.

## The factor for silicon

Take $t=[110]$, $e_x=[\bar110]$ in the interface, $e_y=[001]$ along the film normal, and $b=\frac a2[011]$ with $a=0.543$ nm. Then $b=0.384$ nm, with components $b/2$ along $t$, $b/2$ along $e_x$ and $b/\sqrt2$ along $e_y$. Mirror planes perpendicular to $t$ and to $e_x$ remove the off-diagonal elements of $K$. The integral gives

$$K_{tt}=63.9,\quad K_{xx}=90.7,\quad K_{yy}=83.7\ {\rm GPa},$$
$$K_{60}=\tfrac14(63.9)+\tfrac14(90.7)+\tfrac12(83.7)=80.5\ {\rm GPa}.$$

The screw element has a closed form. Shear between $t$ and $e_x$ is a stretch along one cube axis with an equal compression along another, so its modulus is $c_5=(C_{11}-C_{12})/2=51$ GPa. Shear between $t$ and $e_y$ has $c_4=C_{44}=80$ GPa. The $tt$ elements satisfy $(mm)(nn)-(mn)^2=c_4c_5$, and the integrand becomes $c_4c_5/(c_5\sin^2\theta+c_4\cos^2\theta)$. Its mean is $\sqrt{c_4c_5}=63.9$ GPa.

This shows part of what the cube-axis choice does wrong: it uses the stiffer shear modulus, 80 GPa, for a screw component that feels the geometric mean of both. That accounts for 4 of the 23 GPa by which it overestimates $K_{60}$. The rest lies in the edge components, where $\mu/(1-\nu)=111$ GPa replaces 90.7 and 83.7 GPa.

## From bulk factor to film

The dislocation lies at depth $h$ below a free surface, not in an infinite crystal. Let film and substrate share the same constants. The elastic energy outside a core of radius $r_0$ can then depend on the lengths $h$ and $r_0$ only through $h/r_0$. Shrinking $r_0$ by $dr_0$ adds a thin ring where, for $r_0\ll h$, the field is the bulk one; by (4) this adds $P\,dr_0/r_0$. Hence the energy is $P\ln(h/r_0)$ plus a constant, and its growth with depth is $P/h$ with the bulk $K$. The constant and the core energy go into a parameter $\alpha$, so that the line costs $P\ln(\alpha h/b)$.

The film has in-plane strain of size $\varepsilon$ and no normal stress. From $C_{11}\varepsilon_{yy}+2C_{12}\varepsilon=0$, the in-plane stress is $M\varepsilon$ with

$$M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.65\ {\rm GPa}.$$

Let the glide plane have unit normal $\eta$, perpendicular to $b$ and $t$. The work per area of slip is $M\varepsilon(b\cdot\eta-b_y\eta_y)=M\varepsilon b_x\eta_x$, since $b\cdot\eta=0$ means $b_y\eta_y=-b_x\eta_x$. The slipped area per length of line is $h/|\eta_x|$. For the sign of $b$ that relieves the misfit, the formation energy is

$$W(h)=P\ln\frac{\alpha h}{b}-M\varepsilon b_xh. \tag{5}$$

It has its maximum at $h=A\equiv P/(M\varepsilon b_x)$. The critical thickness $h_c$ is the root above $A$, beyond which the first isolated dislocation lowers the energy. The root below $A$ belongs to core dimensions and has no meaning here. Setting $W=0$ gives $e^{h/A}=\alpha h/b$, or $(-h/A)e^{-h/A}=-b/(\alpha A)$, so

$$h_c=-A\,W_{-1}\!\left(-\frac b{\alpha A}\right),\qquad \frac{\alpha A}b\ge e,$$

where $W_{-1}$ is the lower real branch of the Lambert function.

A change of $K$ at fixed $M$, $\varepsilon$ and $\alpha$ acts twice, since a thicker film also has a larger logarithm. With $\Lambda=\ln(\alpha h_c/b)$ and $h_c=A\Lambda$, differentiation gives $d\ln h_c=d\ln A+d\ln h_c/\Lambda$, so

$$\frac{\delta h_c}{h_c}=\frac{\Lambda}{\Lambda-1}\,\frac{\delta K}{K}. \tag{6}$$

At small misfit $\Lambda$ is large and the factor tends to one. It diverges as $\Lambda\to1$, where the two roots merge at $h=eb/\alpha$. For $\alpha=2$ that is 0.5 nm, already outside continuum elasticity.

## A silicon–tin film

Consider a film with 4% tin. Rough lattice constants of 0.543 nm for silicon and 0.649 nm for grey tin, interpolated linearly, give 0.5472 nm and $\varepsilon=0.00424/0.5472=0.775\%$. The stress is $M\varepsilon=1.40$ GPa and $b_x=0.192$ nm. Take $\alpha=2$. Then

$$P=\frac{80.5\times0.384^2}{4\pi}=0.944\ {\rm GPa\,nm^2}=5.89\ {\rm eV/nm},$$
$$A=\frac{0.944}{1.40\times0.192}=3.51\ {\rm nm},\qquad h_c=3.51\times4.39=15.4\ {\rm nm}.$$

The amplification in (6) is $4.39/3.39=1.30$.

For comparison, the Voigt average has $\mu=(C_{11}-C_{12}+3C_{44})/5$, and the Reuss average has $\mu=5(C_{11}-C_{12})C_{44}/[4C_{44}+3(C_{11}-C_{12})]$. Both use the bulk modulus $B=(C_{11}+2C_{12})/3$ and $\nu=(3B-2\mu)/[2(3B+\mu)]$. The cube-axis choice is $\mu=C_{44}$, $\nu=C_{12}/(C_{11}+C_{12})$. Changes are relative to the anisotropic result, at fixed $\alpha$ and $\varepsilon$. The last column also replaces $M$ by its isotropic form $2\mu(1+\nu)/(1-\nu)$.

| Constants | $K$ (GPa) | $\delta K/K$ | $\delta h_c/h_c$, $K$ only | $K$ and $M$ |
|---|---|---|---|---|
| Voigt | 82.6 | +2.6% | +3.4% | −16% |
| Reuss | 79.6 | −1.1% | −1.4% | −18% |
| Cube axes | 103.1 | +28% | +37% | −23% |

For this line and these constants, an orientation average is adequate for $K$ but not for $M$. The Voigt $M$ is 212.6 GPa, 18% above the true (001) value, and this outweighs the error in $K$. With cube-axis constants the two errors oppose each other, but $M$, at 283 GPa, is 57% too large and wins.

Fixing $\alpha$ is itself a convention. If the energy $P\ln\alpha$ is held fixed instead, the $K$-only changes become +2.9%, −1.2% and +32%.

## What a real film adds

Four percent tin is far above the equilibrium solubility in silicon, so such a film is metastable and needs low-temperature growth. Slow nucleation and glide can also keep a film coherent beyond its equilibrium thickness; (5) contains no rates and cannot size that excess.

Among the effects sized here, the choice of core parameter matters most. Taking $\alpha=1$ or 4 gives $h_c=12.1$ or 18.5 nm. The dislocation can also split into partials $b_1=\frac a6[121]$ and $b_2=\frac a6[\bar112]$, joined by a stacking fault of energy $\gamma$, roughly 0.06 J/m². By (3) they repel with force $Q/d$, $Q=b_1\cdot K\cdot b_2/2\pi$, which balances $\gamma$ at $d=Q/\gamma=5.6$ nm. In an infinite crystal, with equal core radii $r_0$ and the energy counted as work on a cut in the glide plane, splitting changes the line energy by $\gamma d-Q\ln(d/r_0)$. Counting instead the strain energy outside circular cores adds a constant of about $0.2Q$. Setting $r_0=b/\alpha$ would lower $h_c$ to about 11 nm, but this overstates the effect. The parameter $\alpha$ also contains the constant from the free surface, so the core radius behind $\alpha=2$ is about 0.3 nm, not 0.19 nm, and $d$ is not small beside $h$. Moreover, the misfit stress acts only in the film: the energy is lowest with the partial $b_2$ at the interface and $b_1$ about 3 nm deeper, in the unstressed substrate. Including the free surface for both partials, with the larger core radius, gives $d\approx4$ nm and $h_c\approx13$ nm, a reduction of about 15%.

The slip leaves a surface step of height $b_y=0.27$ nm. If it costs no more than a surface of that height at a rough 1.5 J/m², $h_c$ for the unsplit dislocation rises by at most 13%, which is comparable with the effect of splitting.

Interpolating the constants toward rough values for tin (69, 29, 36 GPa) raises $h_c$ by 3% if only $M$ is softened, and by 0.1% if $K$ is softened as well. Heating by 280 K, with rough expansion coefficients of $3\times10^{-6}$ and $5\times10^{-6}$ per kelvin for silicon and tin, lowers it by 0.4%.

Taken singly, the changes in $h_c$ found here for the core parameter and for splitting, about 15 to 21%, thus exceed the 1–3% error from an averaged $K$, but not the 37% error from the cube-axis one. Computing $K$ from (3) and $M$ from the cubic constants removes both elastic errors, and leaves the core, its splitting and the surface step as the main uncertainties found here within the equilibrium model.
